# Scaling exponents of the Edwards-Wilkinson equation below two dimensions: verification in Python

```python
# Result under test: the Edwards-Wilkinson equation
#   dh/dt = nu * Laplacian(h) + noise,  noise covariance 2 D delta(x) delta(t),
# on a periodic substrate of side L in d < 2 dimensions, flat at t = 0, has
#   W^2 = (D/nu) L^(2-d) F_d(nu t / L^2),
# so alpha = (2-d)/2, z = 2, beta = (2-d)/4.
# W^2: mean spatial variance of the height h; tau = nu t / L^2.
# F_d(tau) = 2 * integral_0^tau (theta(u)^d - 1) du,
# theta(u) = sum over all integers n of exp(-8 pi^2 n^2 u).
# Lattice tests use nu = D = lattice spacing = 1.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma

pi = np.pi
mode_numbers = np.arange(1, 1001)
U_MIN = 1e-6  # the direct theta sum with 1000 modes is converged above this


def theta(u):
    return 1 + 2 * np.sum(np.exp(-8 * pi**2 * mode_numbers**2 * u))


def early_scaling_function(tau, d):
    return 2 * (8 * pi)**(-d / 2) * tau**(1 - d / 2) / (1 - d / 2) - 2 * tau


def theta_integral(tau_low, tau_high, d):
    value, _ = quad(lambda s: 2 * np.exp(s) * (theta(np.exp(s))**d - 1),
                    np.log(tau_low), np.log(tau_high),
                    epsabs=1e-12, epsrel=1e-9, limit=200)
    return value


def scaling_function(tau, d):
    return early_scaling_function(U_MIN, d) + theta_integral(U_MIN, tau, d)


def line_mode_sum(tau):
    n = np.arange(1, 200001, dtype=float)
    return np.sum(-np.expm1(-8 * pi**2 * n**2 * tau) / (2 * pi**2 * n**2))


def ring_matrix(size):
    identity = np.eye(size)
    return 2 * identity - np.roll(identity, 1, 0) - np.roll(identity, -1, 0)


ring_eigenvalues = {size: np.linalg.eigvalsh(ring_matrix(size))
                    for size in (16, 32, 64, 128, 256, 512, 1024)}


def lattice_width2(size, d, time=np.inf):
    one = ring_eigenvalues[size]
    total = one
    for _ in range(d - 1):
        total = np.add.outer(total, one).ravel()
    rates = total[1:]  # first entry is the uniform mode
    return np.sum(-np.expm1(-2 * rates * time) / rates) / size**d


# Early growth law and convergence for integer and non-integer d
for d in (0.5, 1.0, 1.5, 1.9):
    numeric = theta_integral(U_MIN, 1e-3, d)
    formula = early_scaling_function(1e-3, d) - early_scaling_function(U_MIN, d)
    assert abs(numeric / formula - 1) < 1e-6

# Infinite substrate: radial wave-vector integral against the growth amplitude
for d in (0.5, 1.0, 1.5):
    shell = 2 / ((4 * pi)**(d / 2) * gamma(d / 2))

    def radial(q):
        return shell * q**(d - 3) * -np.expm1(-2 * q * q)

    numeric = quad(radial, 0, 1, limit=200)[0] + quad(radial, 1, np.inf, limit=200)[0]
    formula = 2 * (8 * pi)**(-d / 2) / (1 - d / 2)
    assert abs(numeric / formula - 1) < 1e-5

saturation = {d: scaling_function(1.0, d) for d in (0.5, 1.0, 1.5, 1.9)}
assert abs(saturation[1.0] - 1 / 12) < 1e-7
for tau in (1e-4, 1e-2, 0.1):
    # the truncated mode sum has a tail near 2.5e-7
    assert abs(scaling_function(tau, 1.0) - line_mode_sum(tau)) < 1e-6

# Direct stochastic simulation of the equation on a ring
rng = np.random.default_rng(12345)
sites, samples, step = 32, 2000, 0.04
height = np.zeros((sites, samples))
simulated = {}
for count in range(1, 2001):
    laplacian = np.roll(height, 1, 0) + np.roll(height, -1, 0) - 2 * height
    height += step * laplacian + np.sqrt(2 * step) * rng.standard_normal(height.shape)
    if count in (250, 2000):
        simulated[count * step] = np.mean(np.var(height, axis=0))
predicted = {t: sites * scaling_function(t / sites**2, 1.0) for t in simulated}
for t in simulated:
    # sampling error about 1.5 percent, time-step and lattice bias about 1 percent
    assert abs(simulated[t] / predicted[t] - 1) < 0.07

# Exponents in d = 1 from diagonalized lattice Laplacians
alpha_line = 0.5 * np.log(lattice_width2(512, 1) / lattice_width2(128, 1)) / np.log(4)
beta_line = 0.5 * np.log(lattice_width2(1024, 1, 80.0)
                         / lattice_width2(1024, 1, 20.0)) / np.log(4)


def half_time(size):
    target = 0.5 * lattice_width2(size, 1)
    return brentq(lambda t: lattice_width2(size, 1, t) - target, 1e-3, size**2)


z_line = np.log(half_time(512) / half_time(128)) / np.log(4)
assert abs(alpha_line - 0.5) < 1e-3
assert abs(beta_line - 0.25) < 0.01  # finite length lowers it by about 0.004
assert abs(z_line - 2) < 5e-3
collapse = [lattice_width2(n, 1, 0.01 * n**2) / n for n in (128, 512)]
assert abs(collapse[0] / collapse[1] - 1) < 1e-3

# Two dimensions: logarithms in length and in time
log_length = lattice_width2(256, 2) - lattice_width2(128, 2)
log_time = lattice_width2(512, 2, 80.0) - lattice_width2(512, 2, 20.0)
assert abs(log_length / (np.log(2) / (2 * pi)) - 1) < 0.01
assert abs(log_time / (np.log(4) / (4 * pi)) - 1) < 0.02

# Three dimensions: finite width, correction proportional to 1/L
cube = [lattice_width2(n, 3) for n in (16, 32, 64)]
correction_ratio = (cube[2] - cube[1]) / (cube[1] - cube[0])
assert abs(correction_ratio - 0.5) < 0.01

# Worked example: a thermal step edge, d = 1
stiffness = 0.1      # eV/angstrom
temperature = 600.0  # K
nu = 1.0e4           # angstrom^2/s
length = 1000.0      # angstrom
thermal_energy = constants.k / constants.e * temperature
noise_ratio = thermal_energy / stiffness
width2_sat = noise_ratio * length / 12
width_sat = np.sqrt(width2_sat)
crossover = pi * length**2 / (288 * nu)
bohr = constants.physical_constants["Bohr radius"][0] * 1e10

# Boltzmann covariance of the discretized elastic line
points = 200
spacing = length / points
covariance = thermal_energy * np.linalg.pinv(
    stiffness / spacing * ring_matrix(points), rcond=1e-10, hermitian=True)
boltzmann_width2 = np.trace(covariance) / points
assert abs(boltzmann_width2 / width2_sat - 1) < 1e-3


def edge_width(time, side=length):
    return np.sqrt(noise_ratio * side * line_mode_sum(nu * time / side**2))


def early_width(time):
    return np.sqrt(noise_ratio * np.sqrt(2 * nu * time / pi))


assert abs(early_width(crossover) / width_sat - 1) < 1e-10
assert abs(edge_width(1e4, 4 * length) / width_sat - 2) < 1e-4

print("Lattice tests, units nu = D = spacing = 1")
for t in simulated:
    print(f"simulated W^2, 32 sites, t={t:.0f}: {simulated[t]:.3f}")
    print(f"predicted W^2, 32 sites, t={t:.0f}: {predicted[t]:.3f}")
print(f"d=1 measured alpha: {alpha_line:.4f}")
print(f"d=1 measured beta: {beta_line:.4f}")
print(f"d=1 measured z: {z_line:.4f}")
print(f"W^2/L at tau=0.01, L=128: {collapse[0]:.6f}")
print(f"W^2/L at tau=0.01, L=512: {collapse[1]:.6f}")
for d, value in saturation.items():
    print(f"F_d(infinity), d={d}: {value:.5f}")
print(f"d=2 rise of W^2, L 128 to 256: {log_length:.5f}")
print(f"d=2 ln(2)/(2 pi): {np.log(2) / (2 * pi):.5f}")
print(f"d=2 rise of W^2, t 20 to 80: {log_time:.5f}")
print(f"d=2 ln(4)/(4 pi): {np.log(4) / (4 * pi):.5f}")
for n, value in zip((16, 32, 64), cube):
    print(f"d=3 saturated W^2, L={n}: {value:.5f}")
print(f"d=3 ratio of successive rises: {correction_ratio:.4f}")
print("Step edge, d = 1")
print(f"stiffness: {stiffness} eV/angstrom")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy: {thermal_energy:.5f} eV")
print(f"nu: {nu:.0f} angstrom^2/s")
print(f"length L: {length:.0f} angstrom")
print(f"D/nu: {noise_ratio:.4f} angstrom")
print(f"saturated W^2: {width2_sat:.3f} angstrom^2")
print(f"Boltzmann matrix W^2: {boltzmann_width2:.3f} angstrom^2")
print(f"saturated W: {width_sat:.3f} angstrom")
print(f"saturated W: {width_sat / bohr:.3f} bohr")
print(f"crossover time: {crossover:.3f} s")
for t in (0.01, 0.1, 1.0, 10.0):
    print(f"W at {t} s, full: {edge_width(t):.3f} angstrom")
    print(f"W at {t} s, early law: {early_width(t):.3f} angstrom")
print(f"saturated W at 4L: {edge_width(1e4, 4 * length):.3f} angstrom")
print(f"crossover time at 4L: {pi * (4 * length)**2 / (288 * nu):.3f} s")
print("every check passed")
```

Running it gives:

```
Lattice tests, units nu = D = spacing = 1
simulated W^2, 32 sites, t=10: 1.904
predicted W^2, 32 sites, t=10: 1.898
simulated W^2, 32 sites, t=80: 2.713
predicted W^2, 32 sites, t=80: 2.663
d=1 measured alpha: 0.5000
d=1 measured beta: 0.2464
d=1 measured z: 1.9991
W^2/L at tau=0.01, L=128: 0.059773
W^2/L at tau=0.01, L=512: 0.059788
F_d(infinity), d=0.5: 0.02835
F_d(infinity), d=1.0: 0.08333
F_d(infinity), d=1.5: 0.24455
F_d(infinity), d=1.9: 1.51955
d=2 rise of W^2, L 128 to 256: 0.11032
d=2 ln(2)/(2 pi): 0.11032
d=2 rise of W^2, t 20 to 80: 0.11005
d=2 ln(4)/(4 pi): 0.11032
d=3 saturated W^2, L=16: 0.23863
d=3 saturated W^2, L=32: 0.24568
d=3 saturated W^2, L=64: 0.24920
d=3 ratio of successive rises: 0.5005
Step edge, d = 1
stiffness: 0.1 eV/angstrom
temperature: 600 K
thermal energy: 0.05170 eV
nu: 10000 angstrom^2/s
length L: 1000 angstrom
D/nu: 0.5170 angstrom
saturated W^2: 43.087 angstrom^2
Boltzmann matrix W^2: 43.086 angstrom^2
saturated W: 6.564 angstrom
saturated W: 12.404 bohr
crossover time: 1.091 s
W at 0.01 s, full: 2.005 angstrom
W at 0.01 s, early law: 2.031 angstrom
W at 0.1 s, full: 3.466 angstrom
W at 0.1 s, early law: 3.612 angstrom
W at 1.0 s, full: 5.560 angstrom
W at 1.0 s, early law: 6.423 angstrom
W at 10.0 s, full: 6.563 angstrom
W at 10.0 s, early law: 11.422 angstrom
saturated W at 4L: 13.128 angstrom
crossover time at 4L: 17.453 s
every check passed
```
